# The inverse overlap matrix of a chain with neighbour overlap

**The system.** An infinite chain carries one real, normalized orbital \(\phi_n\) on each site \(n=\dots,-1,0,1,\dots\). Nearest neighbours overlap by \(s\), and all other pairs of different orbitals have zero overlap:

\[
S_{mn}=\langle\phi_m|\phi_n\rangle=\delta_{mn}+s\,(\delta_{m,n+1}+\delta_{m,n-1}),\qquad s>0 .
\]

All matrix elements are dimensionless, and distances along the chain are counted in site spacings unless a spacing \(a\) is written. Coefficient vectors \(c\) are square-summable, with \(\|c\|^2=\sum_n|c_n|^2\). A matrix \(B\) is called bounded if there is a finite number \(\|B\|\) such that \(\|Bc\|\le\|B\|\,\|c\|\) for every \(c\).

## Part (a): when can the overlap be inverted?

**Question.** Find bounds on \(c^\dagger Sc\). Show that \(S\) has at most one bounded inverse if \(s<1/2\), and none if \(s=1/2\). What goes wrong for \(s>1/2\)?

**Answer.** Each pair of neighbours appears twice in the double sum, once in each order, so

\[
c^\dagger Sc=\sum_n|c_n|^2+2s\,\mathrm{Re}\sum_n c_n^*c_{n+1}.
\]

From \((|c_n|-|c_{n+1}|)^2\ge0\) follows \(2|c_n^*c_{n+1}|\le|c_n|^2+|c_{n+1}|^2\). Summed over \(n\), the right side is \(2\|c\|^2\), because every site belongs to two pairs. Therefore

\[
(1-2s)\|c\|^2\le c^\dagger Sc\le(1+2s)\|c\|^2 .
\]

Let \(s<1/2\). Then \(Sc=0\) implies \(c=0\), since the lower bound is positive for any other \(c\). If two bounded matrices satisfy \(SG=1\) and \(SG'=1\), each column of \(G-G'\) is sent to zero by \(S\), and so \(G=G'\). There is at most one inverse. Its existence will follow when it is constructed in part (b).

To see what happens at \(s=1/2\), take the alternating vector \(c_n=(-1)^n/\sqrt M\) on \(M\ge2\) consecutive sites and zero elsewhere. It has \(\|c\|=1\). There are \(M-1\) neighbour pairs, each with \(c_nc_{n+1}=-1/M\), so

\[
c^\dagger Sc=1-2s\,\frac{M-1}{M}=1-2s+\frac{2s}{M}. \tag{1}
\]

The lower bound \(1-2s\) is thus approached as closely as desired. At \(s=1/2\), the vector \(Sc\) itself can be written down. At a site inside the block, away from its two ends, the entry is \(c_n+\tfrac12(c_{n-1}+c_{n+1})=c_n-c_n=0\). At each end site one neighbour is missing, which leaves \(c_n-\tfrac12c_n\), of magnitude \(1/(2\sqrt M)\). The empty site just outside each end receives half of its neighbour's coefficient, again of magnitude \(1/(2\sqrt M)\). These four entries give

\[
\|Sc\|^2=4\cdot\frac1{4M}=\frac1M .
\]

If a bounded inverse \(B\) existed, then \(c=BSc\) would give \(1\le\|B\|/\sqrt M\) for every \(M\), which is false for large \(M\). So there is none.

For \(s>1/2\), equation (1) becomes negative for large \(M\). But \(c^\dagger Sc\) is the squared norm of the function \(\sum_nc_n\phi_n\) and cannot be negative. No set of orbitals on an infinite chain has such an overlap matrix. From here on, \(0<s<1/2\).

## Part (b): the inverse

**Question.** Show that

\[
(S^{-1})_{mn}=\frac{(-q)^{|m-n|}}{D},\qquad D=\sqrt{1-4s^2},\qquad q=\frac{1-D}{2s}.
\]

Check the result for small \(s\), and explain the alternating sign and the meaning of \(D\).

**Answer.** All sites are equivalent, so we look for an inverse \(G\) whose entries depend only on the separation, \(G_{mn}=g_{m-n}\). Nothing is lost by this choice: if it succeeds, part (a) says that there is no other bounded inverse. Row \(m\) of \(S\) contains a one and two entries \(s\). The condition \((SG)_{mn}=\delta_{mn}\), with \(m-n\) renamed \(n\), is

\[
g_n+s\,(g_{n-1}+g_{n+1})=\delta_{n0}. \tag{2}
\]

*Away from \(n=0\).* Try \(g_n=g_0\,x^{|n|}\). For \(n\ge1\), equation (2) becomes \(g_0x^{n-1}(x+s+sx^2)=0\), and for \(n\le-1\) the same condition arises by reflection. Hence

\[
sx^2+x+s=0,\qquad x_\pm=\frac{-1\pm\sqrt{1-4s^2}}{2s}=\frac{-1\pm D}{2s}.
\]

The upper sign gives \(x_+=-q\). The product of the roots is \(s/s=1\), so the other root is \(-1/q\). To find which one decays, multiply the numerator and denominator of \(q\) by \(1+D\) and use \(1-D^2=4s^2\):

\[
q=\frac{(1-D)(1+D)}{2s(1+D)}=\frac{4s^2}{2s(1+D)}=\frac{2s}{1+D}.
\]

Since \(0<2s<1\) and \(D>0\), we have \(0<q<1\). The root \(-q\) decays with distance; the root \(-1/q\) grows and cannot give a bounded matrix. So \(g_n=g_0(-q)^{|n|}\).

*At \(n=0\).* Both neighbours have the value \(-qg_0\), and the definition of \(q\) gives \(2sq=1-D\). Equation (2) then reads

\[
g_0(1-2sq)=g_0D=1\quad\Rightarrow\quad g_0=\frac1D .
\]

*This is the inverse.* Applying \(G\) to \(c\) adds up shifted copies of \(c\) with weights \(g_n\). A shift does not change the norm, so by the triangle inequality

\[
\|Gc\|\le\sum_n|g_n|\,\|c\|=\frac1D\left(1+2\sum_{n\ge1}q^n\right)\|c\|=\frac{1}{D}\,\frac{1+q}{1-q}\,\|c\| .
\]

Thus \(G\) is bounded. It satisfies \(SG=1\) by construction. Both matrices are symmetric, so the transpose of this equation is \(GS=1\). Hence \(G=S^{-1}\), as was to be shown.

*Small \(s\).* Here \(D\approx1-2s^2\) and \(q\approx s\), so \(g_0\approx1+2s^2\), \(g_1\approx-s\) and \(g_2\approx s^2\). Direct expansion agrees. Write \(S=1+sA\), where \(A\) connects neighbours; then \(S^{-1}\approx1-sA+s^2A^2\). The matrix \(A^2\) has 2 on the diagonal, for a step to either side and back, and 1 between second neighbours.

*The sign.* Define the dual orbital \(\tilde\phi_n=\sum_m\phi_mG_{mn}\). Its overlap with \(\phi_k\) is \((SG)_{kn}=\delta_{kn}\), so it is orthogonal to every original orbital except \(\phi_n\). To cancel the overlap of \(\phi_n\) with its neighbours, the neighbours enter with a negative coefficient. They in turn overlap with the second neighbours, which must enter with a positive coefficient, and so on along the chain.

If \(-1/2<s<0\), reverse the sign of every second orbital. This changes \(s\) to \(-s\) and multiplies \(G_{mn}\) by \((-1)^{m-n}\). The formula therefore still holds, with \(q\) negative and every entry of the inverse positive.

*The meaning of \(D\).* The squared norm of the dual orbital is \((GSG)_{nn}=G_{nn}=1/D\). Split the original orbital as

\[
\phi_n=D\,\tilde\phi_n+\left(\phi_n-D\,\tilde\phi_n\right).
\]

The first part is orthogonal to all the other orbitals. In the second part, the coefficient of \(\phi_n\) is \(1-DG_{nn}=0\), so it is built from the other orbitals alone. The first part has squared norm \(D^2\cdot(1/D)=D\). Thus \(D\) is the share of the squared norm of \(\phi_n\) that the other orbitals cannot reproduce.

## Part (c): numbers for one overlap

**Question.** Take the round model value \(s=0.4\). Calculate the first entries of the inverse and verify equation (2) for \(n=0\) and \(n=1\).

**Answer.** The two parameters are

\[
D=\sqrt{1-4(0.4)^2}=\sqrt{0.36}=0.6,\qquad q=\frac{1-0.6}{0.8}=0.5 .
\]

The diagonal entry is \(1/0.6=1.6667\), and each further step multiplies by \(-0.5\):

\[
g_1=-0.8333,\quad g_2=0.4167,\quad g_3=-0.2083,\quad g_4=0.1042,\quad g_5=-0.0521 .
\]

A linear solve for the middle column of a long finite chain gives the same values. For \(n=0\),

\[
g_0+2sg_1=1.6667-0.6667=1,
\]

and for \(n=1\),

\[
g_1+s(g_0+g_2)=-0.8333+0.4\,(1.6667+0.4167)=-0.8333+0.8333=0 .
\]

The overlap matrix stops at the first neighbour, but its inverse does not stop at any distance: a fixed power of \(q\) is never zero. What makes a sparse approximation possible is the exponential decay.

## Part (d): approach to one half

**Question.** Write \(|g_n|=g_0e^{-|n|/\xi}\). Find the decay length \(\xi\) as a function of \(s\) and its leading behaviour as \(s\to1/2\). In what sense does the inverse delocalize? How many neighbours on one side have \(|g_n|/g_0\ge\varepsilon\)?

**Answer.** Comparison with part (b) gives \(q=e^{-1/\xi}\), or \(\xi=1/\ln(1/q)\). Put \(x=-q\) into the quadratic equation, which gives \(sq^2-q+s=0\), and divide by \(sq\):

\[
q+\frac1q=\frac1s\quad\Rightarrow\quad \cosh\frac1\xi=\frac1{2s}.
\]

As \(s\to1/2\) the right side tends to 1, so \(1/\xi\to0\). With \(\cosh y\approx1+y^2/2\) for small \(y\),

\[
\frac1{2\xi^2}\approx\frac1{2s}-1=\frac{1-2s}{2s}\approx1-2s
\quad\Rightarrow\quad
\xi\approx\frac1{\sqrt{2(1-2s)}} . \tag{3}
\]

The last step of the approximation replaces \(2s\) in the denominator by 1, which is correct to leading order.

Two things happen together. At any fixed separation, \(g_n/g_0=(-q)^{|n|}\to(-1)^n\): the column turns into an alternating pattern of nearly constant size over a length that diverges. At the same time the diagonal entry grows, because

\[
g_0=\frac1{\sqrt{(1-2s)(1+2s)}}\approx\frac1{\sqrt{2(1-2s)}},
\]

which is the same leading law as for \(\xi\). The pattern is that of the alternating vector in part (a), which \(S\) nearly annihilates.

For the count, take the logarithm of \(q^n\ge\varepsilon\). This gives \(n\le\xi\ln(1/\varepsilon)\), so the number of neighbours on one side is the integer part of \(\xi\ln(1/\varepsilon)\). For \(s=0.4\) and \(\varepsilon=10^{-6}\), it is the integer part of \(1.4427\times13.82=19.9\), which is 19. The table shows the approach to one half; its last column is this count for \(\varepsilon=10^{-6}\).

| \(s\) | \(g_0\) | \(g_{10}/g_0\) | \(\xi\) | law (3) | count |
|---|---|---|---|---|---|
| 0.4 | 1.667 | 0.00098 | 1.443 | 1.581 | 19 |
| 0.49 | 5.025 | 0.133 | 4.958 | 5.000 | 68 |
| 0.499 | 15.82 | 0.531 | 15.80 | 15.81 | 218 |
| 0.4999 | 50.00 | 0.819 | 50.00 | 50.00 | 690 |

At \(s=0.4\) the limiting law is too large by 9.6% of \(\xi\); at \(s=0.4999\) the excess is below 0.01%. Each reduction of \(1-2s\) by a factor of ten multiplies the decay length by about \(\sqrt{10}\) once the law applies.

For a fixed \(s<1/2\) and a fixed cutoff, the number of entries kept per row does not depend on the length of a long chain. Storage of the truncated inverse then grows linearly with the number of sites. The cost per site, however, grows with \(\xi\): a row keeps \(2\times19+1=39\) entries at \(s=0.4\), but \(2\times690+1=1381\) at \(s=0.4999\).

The cutoff \(\varepsilon\) limits single entries relative to \(g_0\); the error of the whole matrix can be larger than \(\varepsilon g_0\). If \(N\) neighbours are kept on each side, the dropped part \(R\) obeys, by the same triangle inequality as in part (b),

\[
\|R\|\le2g_0\sum_{n>N}q^n=\frac{2g_0\,q^{N+1}}{1-q}.
\]

Each dropped entry is smaller than \(\varepsilon g_0\). The bound, however, is sharp. Acting on the alternating vector of part (a), the dropped entries \(g_n\), of sign \((-1)^n\), all contribute with the same sign, so as \(M\) grows \(\|Rc\|\) approaches the right side. Near \(s=1/2\) the factor \(1/(1-q)\) is large, and \(\|R\|\) lies well above \(\varepsilon g_0\): for \(\varepsilon=10^{-6}\) and the counts of the table, it is about \(3.8\,\varepsilon g_0\) at \(s=0.4\) and about \(100\,\varepsilon g_0\) at \(s=0.4999\).

## Part (e): a chain with an end

**Question.** Let the chain begin at site 1 and continue without limit. Find its inverse overlap matrix in terms of \(g_n\). How far from the end does the result of part (b) apply?

**Answer.** Site 0 is missing. We therefore need a solution that obeys the same equation on sites \(m\ge1\) and vanishes at \(m=0\), so that the missing neighbour makes no difference. Subtracting a mirror image achieves this:

\[
H_{mn}=g_{m-n}-g_{m+n},\qquad m,n\ge1 .
\]

By equation (2), the first term produces \(\delta_{mn}\) in row \(m\). The second would produce \(\delta_{m+n,0}\), which is zero because \(m+n\ge2\). In row 1 the true overlap matrix has no term \(sH_{0n}\), but \(H_{0n}=g_{-n}-g_n=0\), so including it changes nothing. Thus \(H\) satisfies the required equation in every row. It is symmetric, and it is bounded because both of its terms are blocks of \(G\), one of them with its rows relabelled by reflection. The bounds of part (a) hold for vectors that vanish on all sites below 1, so the uniqueness argument carries over, and \(H\) is the inverse.

Its diagonal entries are

\[
H_{mm}=g_0-g_{2m}=\frac{1-q^{2m}}{D}.
\]

The fraction missing, relative to the bulk value, is \(q^{2m}=e^{-2m/\xi}\). For \(s=0.4\), the end site has \(1.6667\,(1-0.25)=1.25\). Site 2 has 1.5625, site 3 has 1.6406, and at site 10 the missing fraction is about \(10^{-6}\). The bulk formula thus applies at distances of several \(\xi\) from the end, and this margin widens as \(s\to1/2\).

The reduction has a simple meaning. The argument of part (b) shows that \(1/H_{mm}\) is the share of \(\phi_m\) that the other orbitals cannot reproduce. It is larger near the end, where there are fewer orbitals to help: \(1/1.25=0.8\) at site 1, against 0.6 in the bulk.

A chain finite at both ends is still invertible at \(s=1/2\). With \(c_n=0\) outside the chain,

\[
c^\dagger Sc=\sum_n|c_n|^2+\mathrm{Re}\sum_nc_n^*c_{n+1}=\frac12\sum_n|c_n+c_{n+1}|^2 ,
\]

where the last sum includes the pairs that straddle the ends. It vanishes only if \(c_{n+1}=-c_n\) for every pair, and the zeros outside then force \(c=0\). Among chains with open ends, then, a finite one keeps its inverse at \(s=1/2\). A finite ring with an even number of sites does not: the alternating vector closes on itself, every entry of \(Sc\) is \(c_n-\tfrac12c_n-\tfrac12c_n=0\), and \(S\) is singular.

## Part (f): orbitals that reach the limit

**Question.** Let \(\phi_n(x)=1/\sqrt w\) for \(na<x<na+w\) and zero elsewhere, with \(a<w\le2a\). Find the overlaps. Which combination of these functions is responsible for the failure at \(s=1/2\)?

**Answer.** The squared norm is \(w\cdot(1/w)=1\). Neighbouring boxes share a length \(w-a\), on which the product of the functions is \(1/w\). Second neighbours begin \(2a\ge w\) apart and share no length. Hence the overlap matrix is that of the chain, with

\[
s=\frac{w-a}{w}=1-\frac aw .
\]

The width \(w=5a/3\) gives \(s=1-0.6=0.4\), the case of part (c), and \(w=2a\) gives \(s=1/2\).

Take ten boxes and form the normalized alternating sum \(f=\sum_{n=0}^{9}(-1)^n\phi_n/\sqrt{10}\). For \(w=2a\), each interval of length \(a\) in the interior is covered by two neighbouring boxes. They enter with opposite signs, so \(f=0\) there. Only the first and the last interval are covered once, and on them \(f^2=1/(10w)=1/(20a)\). Therefore

\[
\int f^2\,dx=2a\cdot\frac1{20a}=0.1 ,
\]

in agreement with equation (1), which gives \(1/M\) at \(s=1/2\). For \(w=5a/3\) the cancellation is incomplete, and equation (1) gives \(1-0.8+0.08=0.28\). Overlaps and norms computed from boxes on a grid confirm both values.

As more boxes of width \(2a\) are added, the alternating sum keeps unit coefficient norm while the function it represents shrinks to nothing. The basis has become nearly linearly dependent, and the inverse overlap, which must recover coefficients from overlaps, responds with large entries of long range. No Hamiltonian has entered, so this delocalization is a property of the chosen basis and by itself says nothing about whether the electrons are localized.

## Calculated quantities

```
All numbers are dimensionless; lengths are in site spacings
Example overlap s = 0.4, D = 0.6000, q = 0.5000
  solved inverse entry g_0 = +1.666667
  solved inverse entry g_1 = -0.833333
  solved inverse entry g_2 = +0.416667
  solved inverse entry g_3 = -0.208333
  solved inverse entry g_4 = +0.104167
  solved inverse entry g_5 = -0.052083
  equation at n=0: 1.666667 + (-0.666667) = 1.000000
  equation at n=1: -0.833333 + 0.833333 = 0.000000
Diagonal entries near an end, s = 0.4 (site 1 is the end)
  site  1: entry 1.250000, fraction missing 2.50e-01
  site  2: entry 1.562500, fraction missing 6.25e-02
  site  3: entry 1.640625, fraction missing 1.56e-02
  site  5: entry 1.665039, fraction missing 9.77e-04
  site 10: entry 1.666665, fraction missing 9.54e-07
Approach to s = 1/2 (kept: neighbours on one side with |g_n/g_0| >= 1e-06)
  s = 0.4000: D = 0.60000, q = 0.50000, g_0 = 1.6667, g_10/g_0 = 0.000977
    decay length 1.4427, limiting law 1.5811, kept 19
  s = 0.4900: D = 0.19900, q = 0.81735, g_0 = 5.0252, g_10/g_0 = 0.133069
    decay length 4.9581, limiting law 5.0000, kept 68
  s = 0.4990: D = 0.06321, q = 0.93866, g_0 = 15.8193, g_10/g_0 = 0.531005
    decay length 15.7982, limiting law 15.8114, kept 218
  s = 0.4999: D = 0.02000, q = 0.98020, g_0 = 50.0025, g_10/g_0 = 0.818717
    decay length 49.9958, limiting law 50.0000, kept 690
400 sites, s = 0.40: overlap eigenvalues from 0.20002 to 1.79998
400 sites, s = 0.51: lowest eigenvalue -0.01997 (not a possible overlap matrix)
Box functions, 10 sites, width w in site spacings
  w = 1.6667: neighbour overlap 0.4000, squared norm of alternating sum 0.2800
  w = 2.0000: neighbour overlap 0.5000, squared norm of alternating sum 0.1000
```
